# Power counting of NRQED operators in hydrogen through order mα⁶

## Problem

An electron of mass \(m\) is bound to a static, spinless point nucleus of charge \(+e\). Loops contain electrons and photons; recoil, nuclear spin and nuclear size are left out. Units are \(\hbar=c=1\), with \(\alpha=e^2/4\pi\). The leading Hamiltonian is

\[
H_0=\frac{\mathbf p^2}{2m}+V,\qquad V=-\frac{\alpha}{r}.
\]

Nonrelativistic QED (NRQED) adds infinitely many operators, with coefficients computed in QED. They are built from \(\mathbf p\), spatial derivatives, \(\boldsymbol\sigma\), the Coulomb force \(\mathbf F=-\nabla V\) (charge times field), and the radiation field \(\mathbf A\).

1. Find the power of \(\alpha\) of any operator built from momenta, derivatives and \(\mathbf F\), and list those of orders \(m\alpha^4\) and \(m\alpha^6\).
2. Find the rule for second-order perturbation theory and for loop corrections to coefficients.
3. Count the electron–nucleus contact terms and vacuum polarization.
4. Count the operators containing the radiation field.
5. Collect everything needed at \(m\alpha^4\), \(m\alpha^5\) and \(m\alpha^6\), check the result against the Dirac equation, and evaluate typical sizes in MHz.

## Solution

### 1. Operators in the Coulomb field

Balancing \(p^2/2m\) against \(\alpha/r\) with \(r\sim1/p\) gives \(p^2/m\sim\alpha p\). Hence

\[
p\sim m\alpha,\qquad r\sim\frac1{m\alpha},\qquad E\sim m\alpha^2,\qquad F=\frac{\alpha}{r^2}\sim m^2\alpha^3 .
\]

Take an operator with \(a\) momenta or derivatives and \(b\) factors of \(\mathbf F\). A derivative acting on \(\mathbf F\) gives \(1/r\sim m\alpha\), so it counts like a momentum. The mass dimension of the operator is \(a+2b\), and an energy has dimension one, so the prefactor is \(c\,m^{1-a-2b}\) with \(c\) dimensionless. If \(c\sim\alpha^L\), the contribution is

\[
\alpha^L m^{1-a-2b}(m\alpha)^a(m^2\alpha^3)^b=m\,\alpha^{N},\qquad \boxed{N=a+3b+L}.
\]

Time derivatives need no separate entry. Gauge invariance makes them appear as \(i\partial_t-V\), which the leading equation of motion replaces by \(\mathbf p^2/2m\). A redefinition of the electron field does this without changing energies. Commuting \(V\) past a momentum produces \(\mathbf F\), which is already counted.

Under parity \(\mathbf p\) and \(\mathbf F\) change sign and \(\boldsymbol\sigma\) does not, so \(a+b\) must be even. Then \(a+3b=(a+b)+2b\) is even too. Odd powers of \(\alpha\) must therefore come from coefficients, contact terms or radiation.

At \(a+3b=4\) the solutions are \((a,b)=(4,0)\) and \((1,1)\). The first is \(\mathbf p^4\). For the second, \(\mathbf F\cdot\mathbf p+\mathbf p\cdot\mathbf F\) is odd under time reversal, and \(\nabla\times\mathbf F=0\). This leaves \(\nabla\cdot\mathbf F\) and \(\boldsymbol\sigma\cdot(\mathbf F\times\mathbf p)\). With the standard tree-level coefficients,

\[
H_4=-\frac{\mathbf p^4}{8m^3}+\frac{\pi\alpha}{2m^2}\delta^3(\mathbf r)+\frac{\alpha}{2m^2r^3}\,\mathbf L\cdot\mathbf S .
\]

The last two are the Darwin term, \(\nabla^2V/8m^2\) with \(\nabla^2V=4\pi\alpha\delta^3(\mathbf r)\), and the spin–orbit term.

At \(a+3b=6\) the solutions are

- \((6,0)\): \(\mathbf p^6/m^5\);
- \((3,1)\): one force and three momenta or derivatives over \(m^4\), for example \(\{\mathbf p^2,\nabla\cdot\mathbf F\}\), \(\nabla^2\nabla\cdot\mathbf F\) and \(\{\mathbf p^2,\boldsymbol\sigma\cdot(\mathbf F\times\mathbf p)\}\);
- \((0,2)\): \(\mathbf F^2/m^3\).

Their coefficients depend on the choice of operator basis. Consider the anti-Hermitian operator \(G=\mathbf F\cdot\nabla+\tfrac12\nabla\cdot\mathbf F\). Since \([V,G]=-\mathbf F\cdot\nabla V=\mathbf F^2\),

\[
[H_0,G]=\Big[\frac{\mathbf p^2}{2m},G\Big]+\mathbf F^2 .
\]

For \(l\ge1\) the mean of the left side vanishes in an eigenstate \(\psi\) of \(H_0\), as one sees by letting \(H_0\) act on \(\psi\) rather than on \(G\psi\). The order matters in P states: there \(G\psi\sim1/r^2\) near the origin, and differentiating it only at \(r>0\) would miss a delta-function term. The first term on the right belongs to class \((3,1)\), so \(\mathbf F^2\) can be traded for it. In 2P the two means are \(-0.041667\) and \(+0.041667\) in Bohr units. The counting survives this trade, because both classes have order six.

### 2. Second order and loops

Levels of different \(n\) are separated by energies of order \(m\alpha^2\). Levels of equal \(n\) lie closer, but the operators of part 1 conserve parity and the total angular momentum \(j\). For given \(n\), these two fix \(l\), so the operators do not mix such levels. Two perturbations of orders \(N\) and \(M\) therefore combine to

\[
\frac{m\alpha^N\,m\alpha^M}{m\alpha^2}=m\alpha^{N+M-2}.
\]

Thus \(H_4\) taken twice is needed at \(m\alpha^6\), while an \(m\alpha^5\) term combined with \(H_4\) first appears at \(m\alpha^7\).

The coefficients of \(\mathbf p^4\) and \(\mathbf p^6\) have no loop corrections when \(m\) is the physical mass, because the free energy is \(\sqrt{m^2+p^2}\). The Darwin and spin–orbit coefficients do have them. One loop (\(L=1\)) gives \(m\alpha^5\) and two loops (\(L=2\)) give \(m\alpha^6\). One-loop corrections to the order-six operators are of order \(m\alpha^7\).

### 3. Contact terms and vacuum polarization

A contact term \(d\,\delta^3(\mathbf r)/m^2\) has size

\[
\frac{d}{m^2}(m\alpha)^3=d\,m\alpha^3 ,
\]

so \(d\sim\alpha^2\) is needed at order five and \(d\sim\alpha^3\) at order six.

Vacuum polarization supplies both. The photon operator \(f_{\mu\nu}\partial^2f^{\mu\nu}/m^2\), with \(f_{\mu\nu}\) the electromagnetic field tensor, gives a contact potential with \(d\sim\alpha^2\). To see its value and the next term, take as input the one-loop Uehling potential,

\[
V_U=-\frac{2\alpha^2}{3\pi r}\int_1^\infty\!dt\,e^{-2mrt}\,w(t),\qquad
w=\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}.
\]

Its range is about \(1/m\), much less than the atomic radius, so the density near the origin suffices. In an S state the \(1/r\) terms of the Schrödinger equation must cancel at the origin:

\[
-\frac{1}{2m}\frac2r\psi'(0)-\frac{\alpha}{r}\psi(0)=0
\;\Rightarrow\;
|\psi(r)|^2\simeq|\psi(0)|^2(1-2m\alpha r).
\]

The two radial integrals needed are

\[
\int d^3r\,\frac{e^{-2mrt}}r=\frac{\pi}{m^2t^2},\qquad
\int d^3r\,e^{-2mrt}=\frac{\pi}{m^3t^3}.
\]

With \(t=1/\cos\theta\), one has \(\int_1^\infty dt\,\sqrt{t^2-1}\,t^{-n}=\int_0^{\pi/2}d\theta\,\sin^2\theta\cos^{n-3}\theta\). This equals \(1/3,\ \pi/16,\ 2/15,\ \pi/32\) for \(n=4,5,6,7\). Therefore

\[
\int\frac{w}{t^2}dt=\frac13+\frac1{15}=\frac25,\qquad
\int\frac{w}{t^3}dt=\frac{\pi}{16}+\frac{\pi}{64}=\frac{5\pi}{64},
\]

\[
\int d^3r\,V_U=-\frac{4\alpha^2}{15m^2},\qquad
-2m\alpha\int d^3r\,r\,V_U=+\frac{5\pi\alpha^3}{48m^2}.
\]

These are contributions to \(d/m^2\) with \(d\sim\alpha^2\) and \(d\sim\alpha^3\). Multiplying by \(|\psi(0)|^2=(m\alpha)^3/(\pi n^3)\) gives the one-loop shift

\[
\Delta E_{nS}=-\frac{4m\alpha^5}{15\pi n^3}+\frac{5m\alpha^6}{48n^3}+\dots
\]

The extra power comes from the cusp of the wavefunction. In diagrams it is a second Coulomb exchange at distance \(1/m\). Radiative loops on the electron line with two Coulomb exchanges also give \(d\sim\alpha\cdot\alpha^2\). Integrating the full \(V_U\) over the Schrödinger 1S and 2S densities tests both terms: at \(\alpha=10^{-3}\) the part beyond \(\alpha^5\) agrees with the second term to 0.1%.

Two-loop vacuum polarization has one more \(\alpha\) and enters at \(m\alpha^6\). The operator with two further derivatives, \(f\partial^4f/m^4\), gains \((p/m)^2\sim\alpha^2\) and enters at \(m\alpha^7\).

In an S state \(\langle\mathbf F^2\rangle\) diverges at small \(r\). With a cutoff at \(r_0\),

\[
\frac{\langle\mathbf F^2\rangle_{1S}}{8m^3}\simeq\frac1{8m^3}\int_{r_0}dr\,r^2\,4(m\alpha)^3\frac{\alpha^2}{r^4}=\frac{\alpha^5}{2r_0},
\]

which is \(m\alpha^5/2\) for \(r_0=1/m\). The naive order six has become five. With such a cutoff, the contact coefficient must cancel whatever \(m\alpha^5\) remains in the sum of the singular non-radiative terms, because the Dirac energy has no such term (part 5). Dimensional regularization discards power divergences, so each operator keeps its assigned order up to logarithms. The factor \(1-2m\alpha r\) in the density does leave a logarithmic divergence in \(\langle\mathbf F^2\rangle\). It must cancel in the sum of the non-radiative terms, because the Dirac energy is finite and contains no logarithm of \(\alpha\). The lists below use that scheme.

### 4. The radiation field

Transverse photons with \(k\sim m\alpha^2\), called ultrasoft, resolve the atomic energy differences. The vacuum average \(\langle A^2\rangle\sim\int d^3k/k\sim k^2\) gives

\[
eA\sim\sqrt\alpha\,k\sim m\alpha^{5/2},\qquad \frac{e\,\mathbf p\cdot\mathbf A}{m}\sim m\alpha^{7/2}.
\]

One photon must be emitted and reabsorbed, so the second-order rule gives \(7/2+7/2-2=5\). Explicitly, with \(\Delta_n=E_n-E_0\), the sum over polarizations and directions yields

\[
\delta E=-\frac{2\alpha}{3\pi m^2}\sum_n|\langle n|\mathbf p|0\rangle|^2\int_0^\Lambda\frac{k\,dk}{k+\Delta_n}.
\]

Write \(k/(k+\Delta_n)=1-\Delta_n/(k+\Delta_n)\). The 1 gives a term proportional to \(\langle\mathbf p^2\rangle\), which a free electron also has; it belongs to the mass. For \(\Lambda\gg|\Delta_n|\) the real part of the rest is

\[
\frac{2\alpha}{3\pi m^2}\sum_n|\langle n|\mathbf p|0\rangle|^2\Delta_n\ln\frac{\Lambda}{|\Delta_n|}
\sim\frac{\alpha(m\alpha)^2m\alpha^2}{m^2}=m\alpha^5 .
\]

The \(\Lambda\) dependence multiplies \(\sum_n|\langle n|\mathbf p|0\rangle|^2\Delta_n=\tfrac12\langle\nabla^2V\rangle\), so it has the Darwin form and is cancelled by the one-loop Darwin coefficient. That coefficient belongs to momenta of order \(m\), which leaves \(\ln(m/|\Delta_n|)\sim\ln\alpha^{-2}\). Logarithms may thus multiply a power without changing it.

The other radiation operators follow in the same way.

- \(e^2\mathbf A^2/2m\sim m\alpha^5\), but its vacuum average does not depend on the electron's position or state. It cancels in level differences and is absorbed in the mass.
- \(e\,\boldsymbol\sigma\cdot\mathbf B/2m\), with \(B\sim kA\), is of order \(m\alpha^{9/2}\). One factor \(\mathbf k\cdot\mathbf r\sim\alpha\) in \(\mathbf p\cdot\mathbf A\) gives the same order. Combining either with the leading \(\mathbf p\cdot\mathbf A\) would give \(7/2+9/2-2=6\), but one vertex is then even and the other odd under parity of the atom, so the product vanishes. The next contribution is of order \(m\alpha^7\).
- \(\mathbf p^2\,\mathbf p\cdot e\mathbf A/m^3\) and \(\boldsymbol\sigma\cdot(\mathbf F\times e\mathbf A)/m^2\) are of order \(m\alpha^{11/2}\). With \(\mathbf p\cdot\mathbf A\) they also give order seven.

For photons with \(k\sim m\alpha\), atomic energies are small compared with \(k\), and the electron propagator is expanded in their ratio. The remaining integrals are pure powers of \(k\) and vanish in dimensional regularization.

The 2P width shows the rule on a finite quantity. When the final level lies lower, the integrand of \(\delta E\) has a pole, and \(\Gamma=-2\,\mathrm{Im}\,\delta E\). With \(\omega=\tfrac38m\alpha^2\) and \(|\langle\mathbf p\rangle|=m\omega|\langle\mathbf r\rangle|\),

\[
\Gamma=\frac{4\alpha\omega}{3m^2}|\langle1S|\mathbf p|2P\rangle|^2=\frac43\alpha\omega^3|\langle1S|\mathbf r|2P\rangle|^2 .
\]

The radial functions \(2e^{-x}\) and \(xe^{-x/2}/\sqrt{24}\), with \(x=m\alpha r\), give \(|\langle\mathbf r\rangle|^2=\tfrac13\cdot\tfrac4{24}\big(24\,(2/3)^5\big)^2/(m\alpha)^2=0.5549/(m\alpha)^2\). Hence \(\Gamma=\tfrac43(\tfrac38)^3(0.5549)\,m\alpha^5=0.0390\,m\alpha^5\). Keeping the full plane wave in the amplitude changes this by a relative amount with measured power 1.998. The absence of a relative correction linear in \(\alpha\) is what parity requires.

### 5. The lists, their check and their sizes

**Order \(m\alpha^4\):**

- \(\mathbf p^4/m^3\);
- the Darwin term;
- the spin–orbit term.

**Order \(m\alpha^5\):**

- the one-loop coefficients of the Darwin and spin–orbit terms;
- one-loop vacuum polarization, \(f\partial^2f/m^2\);
- \(\mathbf p\cdot\mathbf A/m\) twice, with an ultrasoft photon;
- \(\mathbf A^2/2m\), which does not affect level differences.

**Order \(m\alpha^6\):**

- \(\mathbf p^6/m^5\), the \((3,1)\) operators over \(m^4\), and \(\mathbf F^2/m^3\);
- the three \(m\alpha^4\) operators in second order;
- the two-loop Darwin, spin–orbit and vacuum-polarization coefficients;
- the contact term with \(d\sim\alpha^3\).

For 1S, \(\mathbf p^2\psi=2m(E+\alpha/r)\psi\), with \(E=-m\alpha^2/2\), \(\langle1/r\rangle=m\alpha\) and \(\langle1/r^2\rangle=2(m\alpha)^2\). Then

\[
\langle\mathbf p^4\rangle=4m^4\alpha^4\big(\tfrac14-1+2\big)=5(m\alpha)^4,
\]

\[
\frac{\langle H_4\rangle}{m\alpha^4}=-\frac58+\frac12=-\frac18 .
\]

With \(m\alpha^4c^2/h=350377\) MHz this is \(-43797\) MHz. For 2P\(_{3/2}\), \(\mathbf L\cdot\mathbf S=\tfrac12\) and \(\langle r^{-3}\rangle=(m\alpha)^3/24\) give a spin–orbit part \(+0.010417\). Adding the kinetic part \(-0.018229\) yields \(-0.007813\), or \(-2737\) MHz.

The Dirac equation contains all non-radiative effects of this model. Its radial form was solved numerically for 1S, 2S, 2P\(_{1/2}\) and 2P\(_{3/2}\), and the leading energy and \(\langle H_4\rangle\) were subtracted. The measured powers of the remainder lie between 6.000 and 6.002. For these states, \(H_4\) is therefore complete at order four and no non-radiative \(m\alpha^5\) term exists.

At the physical \(\alpha\), the one-loop 1S vacuum-polarization shift is \(-217.03\) MHz at order five and \(+1.94\) MHz at order six. Their sum, \(-215.09\) MHz, lies within 0.02 MHz of the mean of the unexpanded Uehling potential over the Schrödinger 1S density, \(-215.10\) MHz. Over the Dirac 1S density the mean is \(-215.17\) MHz; the shift of 0.07 MHz is of order \(m\alpha^7\) times a logarithm, beyond the orders listed here. Two-loop vacuum polarization also enters at order six. Its known 1S value, \(-82m\alpha^6/(81\pi^2)\), taken here as input, is \(-1.91\) MHz and nearly cancels the one-loop term of that order. The 2P width is \(\Gamma/h=99.8\) MHz.

The order assigns a scale, not a value. The unit \(m\alpha^6c^2/h\) is 18.66 MHz, yet \(\langle\mathbf p^6\rangle/16m^5\) in 2P is \(0.328125/16\) of it, or \(+0.383\) MHz. The complete Dirac term of order six is \(-0.018\) MHz for 2P\(_{3/2}\), so the other contributions nearly cancel the \(\mathbf p^6\) term. For 2P\(_{1/2}\) it is \(-0.383\) MHz, equal in size and opposite in sign to the \(\mathbf p^6\) term; no reason for this equality is derived here. Keeping one operator of a given order and dropping the rest can thus give even the wrong sign.

The counting assumes a small coupling to the nucleus. For nuclear charge \(Ze\), the momentum is \(mZ\alpha\), so the omitted higher orders gain weight as \(Z\alpha\) grows. A nucleus of finite mass or with spin adds operators that are absent from these lists. The remaining values are in the numerical output.

## Computed results

```
Unit m*alpha^N*c^2/h:
  N=2: 6.57968e+09 MHz
  N=3: 4.80143e+07 MHz
  N=4: 350377 MHz
  N=5: 2556.83 MHz
  N=6: 18.6581 MHz
Parity-allowed classes (momenta a, Coulomb fields b):
  order 2: [(2, 0)]
  order 4: [(4, 0), (1, 1)]
  order 5: []
  order 6: [(6, 0), (3, 1), (0, 2)]
Measured power of alpha and coefficient of expectation value:
  p^4 (2P): power 4.0000, coeff 0.145833
  E x p, via al/r^3 (2P): power 4.0000, coeff 0.041667
  div E, via al*R(0)^2 (1S): power 4.0000, coeff 4.000000
  p^6 (2P): power 6.0000, coeff 0.328125
  p^2 E x p (2P): power 6.0000, coeff 0.072917
  (eE)^2 (2P): power 6.0000, coeff 0.041667
2P: p^6/16m^5 = 0.38264 MHz, (eE)^2/8m^3 = 0.09718 MHz
2P commutator means: kinetic -0.041667, force 0.041667 (Bohr units)
m alpha^4 terms (units m alpha^4) and Dirac remainder:
  1S1/2: p^4 -0.625000, Darwin 0.500000, spin-orbit 0.000000, sum -0.125000
    = -43797.14 MHz; remainder power 6.0011, alpha^6 coeff -0.0625000 = -1.16613 MHz
  2S1/2: p^4 -0.101562, Darwin 0.062500, spin-orbit 0.000000, sum -0.039062
    = -13686.60 MHz; remainder power 6.0011, alpha^6 coeff -0.0205078 = -0.38264 MHz
  2P1/2: p^4 -0.018229, Darwin 0.000000, spin-orbit -0.020833, sum -0.039062
    = -13686.60 MHz; remainder power 6.0011, alpha^6 coeff -0.0205078 = -0.38264 MHz
  2P3/2: p^4 -0.018229, Darwin 0.000000, spin-orbit 0.010417, sum -0.007813
    = -2737.32 MHz; remainder power 6.0003, alpha^6 coeff -0.0009766 = -0.01822 MHz
1S (eE)^2/8m^3 cut off at r=1/m: apparent power 4.985
1S vacuum polarization: power 4.9982, alpha^6 part / contact formula 0.9990
2S vacuum polarization: power 4.9982, alpha^6 part / contact formula 0.9991
1S vacuum polarization: alpha^5 -217.030 MHz, alpha^6 1.944 MHz, full -215.101 MHz
2P width: power 5.00000, coeff 0.039018, Gamma/h = 99.763 MHz (energy width over h)
2P width: relative plane-wave correction has power 1.9983
```
